# Flat p-orbital honeycomb bands and their width from pi hopping

If the hopping between p orbitals on a honeycomb lattice is cut down to its sigma part, two of the four bands come out with no dispersion at all. Taken literally, this makes any interaction, however weak, strong compared with the width of those bands. The conclusion is unsafe, because the neglected pi hopping gives the bands a width, with which the interaction has to be compared. The theorem below gives the flat bands, the Dirac bands between them, and the width without expanding in the pi hopping.

## Model and theorem

Each site of a honeycomb lattice with bond length $a$ carries two orthonormal orbitals $p_x,p_y$, oriented alike on both sublattices A and B. All on-site energies are equal and set to zero. Electrons are independent, hop between nearest neighbours only, and have no spin-orbit coupling; other orbitals are left out.

From an A site the three bonds are $\mathbf d_j=a\mathbf e_j$, with

$$\mathbf e_1=(0,1),\quad \mathbf e_2=\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad \mathbf e_3=\left(\tfrac{\sqrt3}{2},-\tfrac12\right).$$

An orbital pointing along a bond couples with amplitude $t$ (sigma), one pointing across it with amplitude $t_\pi$ (pi). The hopping matrix in the space $(p_x,p_y)$ is therefore

$$T_j=t\,\mathbf e_j\mathbf e_j^T+t_\pi\left(1-\mathbf e_j\mathbf e_j^T\right).$$

Reversing the sign of all orbitals on B reverses both amplitudes, so $t>0$ can be assumed. The sign of $t_\pi$ relative to $t$ then has a meaning. For bonding by an attractive potential it is usually negative: two parallel orbitals along a bond face each other with lobes of opposite sign, and two across it with lobes of equal sign.

Write $z_j=e^{i\mathbf k\cdot\mathbf d_j}$ and $f(\mathbf k)=z_1+z_2+z_3$.

**Theorem.**

(a) For $t_\pi=0$ the four bands are
$$E=\pm\tfrac32t,\qquad E=\pm\tfrac t2|f(\mathbf k)|.$$
The second pair has Dirac points at K and K′ and touches the flat pair at $\Gamma$.

(b) For any real $t_\pi$, each of the two outer bands has the width
$$W=3\min(t,|t_\pi|),$$
which is $3|t_\pi|$ whenever $|t_\pi|\le t$.

For $t_\pi=0$ the flat bands thus enclose the Dirac bands in energy, but no gap separates them.

## Two lemmas

**Lemma 1.** The energies at $\mathbf k$ are plus and minus the two singular values $s_1\ge s_2\ge0$ of the $2\times2$ matrix $Q=\sum_jT_jz_j$.

*Proof.* Take amplitudes $e^{i\mathbf k\cdot\mathbf r}\alpha$ on A and $e^{i\mathbf k\cdot\mathbf r}\beta$ on B, where $\alpha,\beta$ have two components. An A site at $\mathbf r$ has neighbours at $\mathbf r+\mathbf d_j$, and a B site has them at $\mathbf r-\mathbf d_j$. Since $T_j$ is real and symmetric, the Schrödinger equation becomes

$$E\alpha=Q\beta,\qquad E\beta=Q^\dagger\alpha .$$

Let $u_i,v_i$ be the singular vectors, $Qv_i=s_iu_i$ and $Q^\dagger u_i=s_iv_i$. Then $(\alpha,\beta)=(u_i,\pm v_i)$ solves both equations with $E=\pm s_i$. These are four independent solutions, hence all of them. ∎

The outer bands are $\pm s_1$, the inner bands $\pm s_2$.

**Lemma 2.** The bond vectors obey
$$\sum_j\mathbf e_j\mathbf e_j^T=\tfrac32\,1,\qquad \mathbf e_i\cdot\mathbf e_j=\tfrac32\delta_{ij}-\tfrac12 .$$

*Proof.* The $xx$ element of the sum is $\tfrac34+\tfrac34=\tfrac32$, the $yy$ element is $1+\tfrac14+\tfrac14=\tfrac32$, and the $xy$ element is $\tfrac{\sqrt3}4-\tfrac{\sqrt3}4=0$. Different bonds enclose $120^\circ$, so their product is $-\tfrac12$; for $i=j$ it is $1=\tfrac32-\tfrac12$. ∎

## Proof of part (a)

For $t_\pi=0$ we have $Q=tN$ with $N=\sum_jz_j\mathbf e_j\mathbf e_j^T$. By Lemma 2,

$$NN^\dagger=\sum_{ij}z_iz_j^*\,\mathbf e_i(\mathbf e_i\cdot\mathbf e_j)\mathbf e_j^T
=\tfrac32\sum_i\mathbf e_i\mathbf e_i^T-\tfrac12\sum_{ij}z_iz_j^*\mathbf e_i\mathbf e_j^T .$$

In the first term $|z_i|^2=1$ was used, and the sum gives $\tfrac94$. The second term factorizes with $\mathbf w=\sum_jz_j\mathbf e_j$:

$$NN^\dagger=\tfrac94-\tfrac12\mathbf w\mathbf w^\dagger .$$

A vector orthogonal to $\mathbf w$ has eigenvalue $\tfrac94$, at every $\mathbf k$. This is the flat band. The vector $\mathbf w$ itself has eigenvalue $\tfrac94-\tfrac12|\mathbf w|^2$, where

$$|\mathbf w|^2=\sum_{ij}z_i^*z_j\,\mathbf e_i\cdot\mathbf e_j=\tfrac32\cdot3-\tfrac12|f|^2=\frac{9-|f|^2}{2}.$$

The second eigenvalue is therefore $\tfrac94-\tfrac{9-|f|^2}4=\tfrac{|f|^2}4$. The singular values of $N$ are $\tfrac32$ and $\tfrac{|f|}2$, and since $|f|\le3$ the first is never the smaller one. Multiplication by $t$ gives the four bands.

*Touching.* The pairs meet where $|f|=3$. This needs three equal phases $z_j$, so that $\mathbf k\cdot(\mathbf d_i-\mathbf d_j)$ is a multiple of $2\pi$ for all pairs. The differences $\mathbf d_i-\mathbf d_j$ generate the lattice, so $\mathbf k$ is a reciprocal lattice vector, which is $\Gamma$.

*Dirac points.* The inner pair meets at zero energy where $f=0$. Three unit phases add to zero when they are $120^\circ$ apart; the two possible orders are K and K′. At $\mathbf K=(4\pi/(3\sqrt3a),0)$ the phases are $1,e^{-2\pi i/3},e^{2\pi i/3}$. For a small displacement $\mathbf q$,

$$f(\mathbf K+\mathbf q)\simeq i\left[c_1-\tfrac12(c_2+c_3)+\tfrac{i\sqrt3}2(c_3-c_2)\right],\qquad c_j=\mathbf q\cdot\mathbf d_j .$$

With $c_1=aq_y$, $c_2+c_3=-aq_y$ and $c_3-c_2=\sqrt3aq_x$, the bracket is $\tfrac32a(q_y+iq_x)$. Hence $|f|\simeq\tfrac32aq$ and

$$E\simeq\pm\tfrac34ta\,q .$$

The point K′ $=-\mathbf K$ has the same slope, because $f(-\mathbf k)=f^*(\mathbf k)$. ∎

## Why the band is flat: states on one hexagon

Number the sites of one hexagon by $n$, at polar angles $\theta_n$ in steps of $60^\circ$. Put on each site the p orbital along the tangential unit vector $\boldsymbol\tau_n$, at angle $\theta_n+90^\circ$, with equal amplitudes.

The bond leaving the ring at site $n$ is radial, hence perpendicular to $\boldsymbol\tau_n$, and sigma hopping along it vanishes. Inside the ring, the unit vector $\mathbf b_n$ from site $n$ to $n+1$ has angle $\theta_n+120^\circ$. It makes $30^\circ$ with both $\boldsymbol\tau_n$ and $\boldsymbol\tau_{n+1}$. The amplitude arriving at site $n$ is

$$t\left[\mathbf b_n(\mathbf b_n\cdot\boldsymbol\tau_{n+1})+\mathbf b_{n-1}(\mathbf b_{n-1}\cdot\boldsymbol\tau_{n-1})\right]
=\tfrac{\sqrt3}2t(\mathbf b_n+\mathbf b_{n-1})=\tfrac32t\,\boldsymbol\tau_n ,$$

because $\mathbf b_n$ and $\mathbf b_{n-1}$ lie $30^\circ$ on either side of $\boldsymbol\tau_n$ and add to $\sqrt3\boldsymbol\tau_n$. The state is an eigenstate with energy $\tfrac32t$, confined to six sites. Alternating signs around the ring give $-\tfrac32t$. An electron in such a state does not spread, for two reasons: its orientation closes the radial exits, and the contributions from the two ring neighbours add up to a tangential vector. Orientation alone is not enough. From a single occupied site the amplitude reaches the next site along the bond, with a radial part that can leave the ring.

The touching at $\Gamma$ also shows up when these states are counted. Consider $L\times L$ cells with periodic boundaries and add the uniform hexagon states with Bloch phases. An A site belongs to three hexagons, whose centres lie at $-\mathbf d_j$ from it. Its amplitude is proportional to $\sum_jz_j^*\mathbf e_j$, rotated by $90^\circ$, with squared length $(9-|f|^2)/2$. This vanishes at $\Gamma$ alone. The $L^2$ hexagon states thus supply $L^2-1$ independent states. At $\Gamma$, however, $Q=\tfrac32t\,1$ has two states at $+\tfrac32t$, so the level holds $L^2+1$ states. For $L=6$ diagonalization finds 37 states at this level and 35 independent hexagon states, as the count requires.

## Proof of part (b)

With pi hopping, $Q=tN+t_\pi N'$, where

$$N'=\sum_jz_j\left(1-\mathbf e_j\mathbf e_j^T\right)=f\,1-N .$$

In two dimensions $1-\mathbf e_j\mathbf e_j^T$ projects on the direction $R\mathbf e_j$, with $R$ the rotation by $90^\circ$. Hence $N'=RNR^T$, and $N'$ has the same singular values as $N$. By part (a) the larger one is $\tfrac32$ at every $\mathbf k$. The larger singular value is the operator norm, so

$$\|N\|=\|N'\|=\tfrac32 .$$

The upper outer band is $s_1=\|tN+t_\pi N'\|$. The triangle inequality, used in both directions, gives

$$\tfrac32\big|\,t-|t_\pi|\,\big|\;\le\;s_1(\mathbf k)\;\le\;\tfrac32\left(t+|t_\pi|\right).$$

Both bounds are reached:

- At $\Gamma$ all $z_j=1$, so $N=N'=\tfrac32\,1$ and $s_1=s_2=\tfrac32|t+t_\pi|$.
- At K we have $f=0$, so $N'=-N$ and $Q=(t-t_\pi)N$. Therefore $s_1=\tfrac32|t-t_\pi|$ and $s_2=0$.

For either sign of $t_\pi$, one of these points gives the upper bound and the other the lower. The width is their difference,

$$W=\tfrac32\left(t+|t_\pi|\right)-\tfrac32\big|\,t-|t_\pi|\,\big|=3\min(t,|t_\pi|).$$

The lower outer band $-s_1$ has the same width. ∎

For the usual sign $t_\pi<0$ the upper outer band has its bottom at $\Gamma$ and its top at K. For $t_\pi>0$ the order is reversed. For $|t_\pi|>t$ the two hoppings exchange roles: pi hopping alone would also give flat bands, at $\pm\tfrac32|t_\pi|$, and the sigma hopping broadens them.

## All four bands in closed form

The proof of part (b) gives the ends of the outer band but not its shape. Let $\Delta=t-t_\pi$ and $F=|f|^2$. Since $N'=f-N$,

$$Q=\Delta N+t_\pi f\,1 .$$

Two invariants determine the singular values: $S=s_1^2+s_2^2=\mathrm{tr}\,QQ^\dagger$ and $P=s_1s_2=|\det Q|$.

*The trace.* From part (a), $\mathrm{tr}\,NN^\dagger=\tfrac94+\tfrac F4$, and $\mathrm{tr}\,N=f$ because the $\mathbf e_j$ are unit vectors. The cross terms give $2\Delta t_\pi F$ and the last term $2t_\pi^2F$. As $\Delta t_\pi+t_\pi^2=tt_\pi$,

$$S=\tfrac94\Delta^2+F\left(\tfrac14\Delta^2+2tt_\pi\right).$$

*The determinant.* For a $2\times2$ matrix,

$$\det N=\tfrac12\left[(\mathrm{tr}N)^2-\mathrm{tr}N^2\right]=\tfrac12\sum_{ij}z_iz_j\left[1-(\mathbf e_i\cdot\mathbf e_j)^2\right]=\tfrac34(z_1z_2+z_2z_3+z_3z_1).$$

Because $\sum_j\mathbf d_j=0$, the product $z_1z_2z_3$ is 1. Thus $z_1z_2=z_3^*$, and so on, which gives $\det N=\tfrac34f^*$. Adding a multiple of the unit matrix,

$$\det Q=\Delta^2\det N+\Delta t_\pi f\,\mathrm{tr}N+t_\pi^2f^2=\tfrac34\Delta^2f^*+tt_\pi f^2 .$$

Since $(s_1\pm s_2)^2=S\pm2P$, the positive bands are

$$s_{1,2}=\tfrac12\left[\sqrt{S+2P}\pm\sqrt{S-2P}\right].$$

For $t_\pi=0$ the radicands are $t^2(\tfrac32\pm\tfrac12|f|)^2$, which returns part (a). The closed form was also tested against the spectrum of a periodic cluster of 72 sites, for both signs of $t_\pi$ and for $t_\pi>t$.

**Remark (Dirac slope).** Near K, with $\Delta\ne0$, $s_1\to\tfrac32|\Delta|$ and $P\simeq\tfrac34\Delta^2|f|$. Hence $s_2=P/s_1\simeq\tfrac12|\Delta||f|$, and the slope is $\tfrac34|t-t_\pi|a$. Pi hopping of the usual sign steepens the cone.

**Remark (equal hoppings).** At $t_\pi=t$ this limit fails, because $s_1$ also vanishes at K. Then $T_j=t\,1$, the two orbitals decouple, and $Q=tf\,1$. Both positive bands are $t|f|$, with slope $\tfrac32ta$ at K. Their width is $3t$, in agreement with the theorem, but nothing is left of a nearly flat band.

## Weak pi hopping

The number $x=s_1^2$ solves $x^2-Sx+P^2=0$. At $t_\pi=0$ it is $x_0=\tfrac94t^2$. A small change of $t_\pi$ from zero gives

$$\delta x=\frac{x_0\,\delta S-\delta(P^2)}{2x_0-S_0},\qquad 2x_0-S_0=\tfrac14t^2(9-F).$$

With $\Delta^2\simeq t^2-2tt_\pi$ the first-order changes are

$$\delta S=tt_\pi\left(-\tfrac92+\tfrac32F\right),\qquad \delta(P^2)=t^3t_\pi\left(-\tfrac94F+\tfrac32\mathrm{Re}f^3\right).$$

In the second, $-\tfrac94F$ comes from $\tfrac9{16}\Delta^4F$ and the other term from the interference of the two parts of $\det Q$. Insertion gives

$$\delta x=tt_\pi\,\frac{-\tfrac{81}2+\tfrac{45}2F-6\,\mathrm{Re}f^3}{9-F}.$$

Finally $\delta s_1=\delta x/(2s_1)=\delta x/(3t)$, so that

$$s_1\simeq\tfrac32t+t_\pi g,\qquad g(\mathbf k)=\frac{-\tfrac{27}2+\tfrac{15}2F-2\,\mathrm{Re}f^3}{9-F}.$$

The denominator vanishes at $\Gamma$, where the distance $\tfrac t2(3-|f|)$ between the outer and inner bands closes, but the expansion does not fail there. Near $\Gamma$, $f\simeq3-\epsilon$ with $\epsilon=\tfrac34a^2k^2$, so $F\simeq9-6\epsilon$ and $\mathrm{Re}f^3\simeq27-27\epsilon$. The numerator is then $9\epsilon$ and the denominator $6\epsilon$, so $g\to\tfrac32$, which returns the exact value $\tfrac32(t+t_\pi)$. The reason is that $QQ^\dagger$ departs from a multiple of the unit matrix only at order $k^2$ for any $t_\pi$. The mixing of the two bands by pi hopping thus vanishes as $k^2$, like their distance, and the second-order correction is of order $t_\pi^2a^2k^2/t$ near $\Gamma$. The small parameter of the expansion is $|t_\pi|/t$.

**Remark (the hexagon state leaks).** Pi hopping opens the exits of the ring. Each of the six outer neighbours receives $t_\pi\boldsymbol\tau_n$, since $\boldsymbol\tau_n$ is perpendicular to the outgoing bond. Inside the ring, let $\mathbf m_n$ be the unit vector across bond $n$, at angle $\theta_n+30^\circ$. Then $\mathbf m_n\cdot\boldsymbol\tau_{n+1}=-\tfrac12$ and $\mathbf m_{n-1}\cdot\boldsymbol\tau_{n-1}=\tfrac12$, so site $n$ receives

$$\tfrac12t_\pi(\mathbf m_{n-1}-\mathbf m_n)=-\tfrac12t_\pi\boldsymbol\tau_n .$$

The mean energy is $\tfrac32t-\tfrac12t_\pi$. The normalized state has amplitude $1/\sqrt6$ per site, so the part sent outside has norm $|t_\pi|$. This norm is the standard deviation of the energy in the state. It is one third of the band width for $|t_\pi|\le t$, and must not be taken for it.

## A worked case

Take the round model values $t=1$ and $t_\pi=-0.1$, with energies in units of $t$ and lengths in units of $a$. The ratio is chosen for illustration and belongs to no particular material. For atomic valence p orbitals at bonding distance $|t_\pi|/t$ can be several tenths; at $t_\pi=-0.5\,t$ the width is $1.5\,t$ and the outer band is no longer nearly flat. Hartree units would add nothing, since the bands depend only on $t_\pi/t$ once $t$ sets the scale.

The ends of the upper outer band are

$$s_1(\Gamma)=1.5\,(1-0.1)=1.35,\qquad s_1(\mathrm K)=1.5\,(1+0.1)=1.65,$$

and the width is $0.30\,t$. A hopping of one tenth of $t$ thus produces a width of three tenths. An interaction of $0.1\,t$ exceeds the zero width of a truly flat band, but is smaller than the width found here.

At M, $\mathbf k=(0,2\pi/(3a))$, the phases are $c(1,-1,-1)$ with $c=e^{2\pi i/3}$. Then $N=c\,\mathrm{diag}(-\tfrac32,\tfrac12)$ and $f=-c$, so up to the phase $c$

$$Q=\mathrm{diag}\left(-\tfrac32t+\tfrac12t_\pi,\;\tfrac12t-\tfrac32t_\pi\right).$$

The energies are $1.5+0.05=1.55$ and $0.5+0.15=0.65$. They are linear in $t_\pi$, which is why the first-order value with $g=-0.5$ agrees with the full one here.

Halfway from $\Gamma$ to K the phases are $1,e^{\mp i\pi/3}$, so $f=2$ and

$$g=\frac{-13.5+30-16}{5}=0.1,\qquad s_1\simeq1.5-0.01=1.490 .$$

The closed form needs $\Delta=1.1$, $S=2.7225+4(0.3025-0.2)=3.1325$ and $P=|1.815-0.4|=1.415$. It gives $s_1=1.496$ and $s_2=0.946$. The first-order energy is too low by $0.006\,t$, which is 2% of the band width.

The Dirac slope rises from $0.75\,ta$ to $0.75\times1.1=0.825\,ta$. The hexagon state has mean energy $1.55\,t$ and energy spread $0.10\,t$. The numerical output lists these values and the widths for other $t_\pi$.

## Enclosure and the limits of the result

At $\Gamma$ the matrix $Q$ stays proportional to the unit matrix, so the touching survives pi hopping. Whether the outer band still encloses the inner one in energy depends on the sign and size of $t_\pi$.

For $0<t_\pi<t$ the inner band runs continuously from 0 at K to $\tfrac32(t+t_\pi)$ at $\Gamma$, the top of the outer band. It therefore covers the whole energy range of the outer band, although at each $\mathbf k$ it lies no higher. For $-t<t_\pi<0$ the outer band has its bottom $\tfrac32(t-|t_\pi|)$ at $\Gamma$. The inner energy at M, $\tfrac12t+\tfrac32|t_\pi|$, exceeds this bottom when $|t_\pi|>t/3$, and the ranges then overlap. In the worked case no overlap appears: on a $60\times60$ mesh the inner band reaches $1.35\,t$, equal to the outer bottom.

Equal on-site energies were assumed. If A and B have energies $+m$ and $-m$, each pair of singular vectors gives the block $\begin{pmatrix}m&s_i\\s_i&-m\end{pmatrix}$, with energies $\pm\sqrt{m^2+s_i^2}$. The sigma-only flat bands stay flat, at $\pm\sqrt{m^2+\tfrac94t^2}$, while the Dirac points acquire a gap $2|m|$. With pi hopping the outer width becomes

$$\sqrt{m^2+\tfrac94(t+|t_\pi|)^2}-\sqrt{m^2+\tfrac94(t-|t_\pi|)^2},$$

because the square root increases with $s_1$. The value $3|t_\pi|$ therefore belongs to equivalent sublattices. Further-neighbour hopping, mixing with s orbitals and spin-orbit coupling change the Hamiltonian in ways the theorem does not cover. Even terms well below $|t_\pi|$ can matter. A second-neighbour hopping $t'$ that is the same for both orbitals and leaves their orientation unchanged shifts all bands by $t'(|f|^2-3)$, which is $6t'$ at $\Gamma$ and $-3t'$ at K. In the worked case $t'=0.01\,t$ reduces the width of the upper outer band from $0.30\,t$ to $0.21\,t$ and raises that of the lower one to $0.39\,t$, because the shift is the same for both bands while their dispersions are opposite. For a real material the width must therefore be computed with such terms included, unless their effect on it is known to be small compared with $3|t_\pi|$.

## Numbers as computed

```
sigma hopping t = 1.00 t
pi hopping t_pi = -0.10 t
Positive energies (unit t): outer, inner
Gamma, |f| = 3.0000
  sigma only: 1.5000, 1.5000
  with pi:    1.3500, 1.3500
K, |f| = 0.0000
  sigma only: 1.5000, 0.0000
  with pi:    1.6500, 0.0000
  first-order factor g = -1.5000
  first-order outer energy = 1.6500 t
M, |f| = 1.0000
  sigma only: 1.5000, 0.5000
  with pi:    1.5500, 0.6500
  first-order factor g = -0.5000
  first-order outer energy = 1.5500 t
half Gamma-K, |f| = 2.0000
  sigma only: 1.5000, 1.0000
  with pi:    1.4959, 0.9459
  first-order factor g = 0.1000
  first-order outer energy = 1.4900 t
outer band bottom = 1.3500 t
outer band top = 1.6500 t
outer band width = 0.3000 t
inner band top on 60x60 mesh = 1.3500 t
Dirac slope, sigma only = 0.7500 t a
Dirac slope, with pi = 0.8250 t a
hexagon state mean energy with pi = 1.5500 t
hexagon state residual norm with pi = 0.1000 t
cluster: 6x6 cells, 72 sites
cluster states at +3t/2, sigma only = 37
independent uniform hexagon states = 35
Outer band width from diagonalization on 60x60 mesh:
  t_pi = -1.50 t: width = 3.0000 t
  t_pi = -0.50 t: width = 1.5000 t
  t_pi = -0.10 t: width = 0.3000 t
  t_pi = -0.01 t: width = 0.0300 t
  t_pi = +0.10 t: width = 0.3000 t
  t_pi = +0.50 t: width = 1.5000 t
  t_pi = +1.50 t: width = 3.0000 t
```
